# Kohn's Drude weight of a dimerized ring threaded by flux: a numerical check

```python
"""
Kohn's Drude weight of a dimerized ring threaded by a flux.

Result under test: D = (pi e^2/hbar^2) L d2E/dphi2, with
  partly filled lower band: D -> 2 e^2 (d eps/dk at k_F)/hbar^2, finite;
  full lower band, unequal hoppings:
    D ~ (-1)^(N+1) 2 sqrt(pi) e^2 a t sqrt(1-r^2) sqrt(N) r^N / hbar^2.
Symbols: N cells of length a, L = N a; hoppings -t1, -t2; t the larger one,
r = smaller/larger; phi = total phase around the ring; M = filled orbitals,
each holding two electrons; theta = k a.
Rydberg atomic units: hbar = 1, e^2 = 2, energy in Ry, length in bohr.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const

T1, T2, CELL, E2 = 0.20, 0.15, 5.0, 2.0
T_BIG, RATIO = max(T1, T2), min(T1, T2) / max(T1, T2)


def uniform_weights(cells, fraction=0.5):
    """Share of the total phase on each bond, for a bond-length fraction."""
    return np.tile([fraction, 1 - fraction], cells) / cells


def ring_matrix(cells, phi, weights=None, order=0, t1=T1, t2=T2):
    """Site Hamiltonian, or its derivative of given order in phi."""
    if weights is None:
        weights = uniform_weights(cells)
    size = 2 * cells
    hops = -np.tile([t1, t2], cells)
    forward = np.zeros((size, size), complex)
    start = np.arange(size)
    forward[(start + 1) % size, start] = (
        hops * (-1j * weights) ** order * np.exp(-1j * phi * weights))
    return forward + forward.conj().T


def ground_energy(cells, filled, phi, weights=None, t1=T1, t2=T2):
    matrix = ring_matrix(cells, phi, weights, 0, t1, t2)
    return 2 * np.sum(np.linalg.eigvalsh(matrix)[:filled])


def curvature_by_difference(cells, filled, center=0.0, t1=T1, t2=T2):
    """Fourth-order central difference of the diagonalized energy."""
    step = 0.1
    values = [ground_energy(cells, filled, center + j * step, None, t1, t2)
              for j in range(-2, 3)]
    return np.dot([-1, 16, -30, 16, -1], values) / (12 * step**2)


def curvature_by_bloch_sum(cells, filled, center=0.0):
    """Sum of analytic band curvatures over the closed shell."""
    m = np.arange(filled) - filled // 2
    theta = (2 * np.pi * m + center) / cells
    product = T1 * T2
    width = np.sqrt(T1**2 + T2**2 + 2 * product * np.cos(theta))
    second = (product * np.cos(theta) / width
              + product**2 * np.sin(theta)**2 / width**3)
    return 2 * np.sum(second) / cells**2


def drude(cells, curvature):
    return np.pi * E2 * cells * CELL * curvature


# Binomial coefficients of power 1/2, and Fourier coefficients of the band
j_values = np.arange(9000)
BINOMIAL = np.concatenate(([1.0], np.cumprod((0.5 - j_values) / (j_values + 1))))


def band_coefficient(l):
    j = np.arange(200)
    return -T_BIG * np.sum(BINOMIAL[j] * BINOMIAL[j + l] * RATIO ** (2.0 * j + l))


def full_band_energy(cells, phi):
    return 2 * cells * (band_coefficient(0) + 2 * sum(
        band_coefficient(p * cells) * np.cos(p * phi) for p in range(1, 26)))


def full_band_curvature(cells, phi=0.0):
    return -4 * cells * sum(p**2 * band_coefficient(p * cells) * np.cos(p * phi)
                            for p in range(1, 26))


def asymptotic_curvature(cells):
    return ((-1) ** (cells + 1) * 2 * T_BIG * np.sqrt(1 - RATIO**2)
            * RATIO**cells / np.sqrt(np.pi * cells))


def response_parts(cells, filled, weights):
    """Diamagnetic and interband terms of the energy curvature at phi = 0."""
    energy, states = np.linalg.eigh(ring_matrix(cells, 0.0, weights))
    occ, emp = states[:, :filled], states[:, filled:]
    second = ring_matrix(cells, 0.0, weights, 2)
    first = ring_matrix(cells, 0.0, weights, 1)
    diamagnetic = 2 * np.sum(occ.conj() * (second @ occ)).real
    coupling = np.abs(emp.conj().T @ first @ occ) ** 2
    gaps = energy[filled:, None] - energy[None, :filled]
    return diamagnetic, 4 * np.sum(coupling / gaps)


def slope_after_pulse(cells, filled, final_phase, duration=2000.0, steps=800):
    """<dH/dphi> after a slow field pulse and a field-free waiting time."""
    orbitals = np.linalg.eigh(ring_matrix(cells, 0.0))[1][:, :filled]
    dt = duration / steps
    for s in range(int(1.2 * steps)):
        x = min((s + 0.5) / steps, 1.0)
        phase = final_phase * (x - np.sin(2 * np.pi * x) / (2 * np.pi))
        energy, states = np.linalg.eigh(ring_matrix(cells, phase))
        orbitals = states @ (np.exp(-1j * energy * dt)[:, None]
                             * (states.conj().T @ orbitals))
    first = ring_matrix(cells, final_phase, None, 1)
    return 2 * np.sum(orbitals.conj() * (first @ orbitals)).real


# Gauge choice, exchange of the hoppings, and the full-band Fourier formula
one_bond = np.zeros(10)
one_bond[3] = 1.0
for phi in (0.0, 0.7, 2.1, 3.0):
    reference = ground_energy(5, 5, phi)
    assert abs(ground_energy(5, 5, phi, one_bond) - reference) < 1e-12
    assert abs(ground_energy(5, 5, phi, None, T2, T1) - reference) < 1e-12
    assert abs(full_band_energy(5, phi) - reference) < 1e-11
    assert abs(ground_energy(5, 3, phi, one_bond)
               - ground_energy(5, 3, phi)) < 1e-12

# Partly filled band: limit and leading finite-size correction
theta_f = np.pi / 2


def lower_band(theta):
    return -mp.sqrt(T1**2 + T2**2 + 2 * T1 * T2 * mp.cos(theta))


slope_f = float(mp.diff(lower_band, theta_f))
third_f = float(mp.diff(lower_band, theta_f, 3))
drude_limit = 2 * E2 * CELL * slope_f
partial_cells = (10, 22, 42, 82)
partial = {}
for n in partial_cells:
    curv = curvature_by_bloch_sum(n, n // 2)
    assert abs(curvature_by_difference(n, n // 2) / curv - 1) < 1e-5
    partial[n] = drude(n, curv)
size_coefficient = -E2 * CELL * np.pi**2 * third_f / 3
measured = 82**2 * (partial[82] - drude_limit)
assert abs(measured / size_coefficient - 1) < 0.02

# Even number of filled orbitals: cusp at zero phase, minimum at pi
e_zero = ground_energy(40, 20, 0.0)
drop1 = e_zero - ground_energy(40, 20, 0.01)
drop2 = e_zero - ground_energy(40, 20, 0.02)
assert drop1 > 0 and abs(drop2 / drop1 - 2) < 0.02
scan = np.linspace(0, 2 * np.pi, 41)
scan_energy = [ground_energy(40, 20, phi) for phi in scan]
assert np.argmin(scan_energy) == 20
even_shell = drude(40, curvature_by_difference(40, 20, np.pi))
assert abs(even_shell / drude_limit - 1) < 0.01

# Full band: diagonalization, Bloch sum and Fourier series
full_cells = (11, 21, 41, 81)
full = {}
for n in full_cells:
    curv = full_band_curvature(n)
    # tiny curvatures leave only a few digits after double-precision rounding
    assert abs(curvature_by_bloch_sum(n, n) / curv - 1) < 1e-4
    if n <= 41:
        assert abs(curvature_by_difference(n, n) / curv - 1) < 1e-3
    full[n] = curv
curv20_zero = curvature_by_difference(20, 20)
curv20_pi = curvature_by_difference(20, 20, np.pi)
assert curv20_zero < 0 < curv20_pi
assert abs(curv20_zero / full_band_curvature(20) - 1) < 1e-3
assert abs(curv20_pi / full_band_curvature(20, np.pi) - 1) < 1e-3

# Exponential law with its prefactor and first relative correction
correction = 3 / 8 * (1 + RATIO**2) / (1 - RATIO**2)
seen = 321 * (full_band_curvature(321) / asymptotic_curvature(321) - 1)
assert abs(seen / correction - 1) < 0.05

# Linear response: the parts depend on bond lengths, the difference does not
parts = {}
for n, filled in ((42, 21), (41, 41)):
    target = curvature_by_bloch_sum(n, filled)
    dia, inter = response_parts(n, filled, uniform_weights(n))
    dia_b, inter_b = response_parts(n, filled, uniform_weights(n, 0.3))
    assert abs(dia - inter - target) < 1e-11
    assert abs(dia_b - inter_b - target) < 1e-11
    assert abs(dia_b - dia) > 1e-5
    parts[n] = (drude(n, dia), drude(n, inter))

# Real-time response to a slow pulse
PULSE = 0.05
slope_partial = slope_after_pulse(10, 5, PULSE)
slope_full = slope_after_pulse(11, 11, PULSE)
expected_partial = PULSE * curvature_by_bloch_sum(10, 5)
expected_full = PULSE * full[11]
assert abs(slope_partial / expected_partial - 1) < 5e-3
assert abs(slope_full / expected_full - 1) < 5e-3

# Equal hoppings: no gap, so the full lower band conducts
gapless = drude(41, curvature_by_difference(41, 41, 0.0, T1, T1))
gapless_limit = 2 * E2 * CELL * T1
assert abs(gapless / gapless_limit - 1) < 2e-3

rydberg = const.value("Rydberg constant times hc in J")
bohr = const.value("Bohr radius")
to_si = const.e**2 / const.hbar**2 * rydberg * bohr / E2

print("D is in Rydberg atomic units (hbar=1, e^2=2) unless marked")
print(f"hopping t1 = {T1:.2f} Ry, hopping t2 = {T2:.2f} Ry")
print(f"cell length a = {CELL:.1f} bohr, ratio r = {RATIO:.2f}")
print(f"band gap 2|t1-t2| = {2 * abs(T1 - T2):.2f} Ry")
print(f"decay length a/ln(1/r) = {CELL / np.log(1 / RATIO):.3f} bohr")
print("Half-filled lower band, M = N/2, phi = 0:")
print(f"  d eps/d theta at Fermi point = {slope_f:.6f} Ry")
print(f"  d3 eps/d theta3 at Fermi point = {third_f:.6f} Ry")
for n in partial_cells:
    print(f"  N = {n:3d}: E'' = {partial[n] / drude(n, 1):.6e} Ry, D = {partial[n]:.6f}")
print(f"  infinite ring: D = {drude_limit:.6f}")
print(f"  infinite ring: D = {drude_limit * to_si:.3f} S m/s")
print(f"  N^2 (D_N - D_inf): N=82 {measured:.5f}, formula {size_coefficient:.5f}")
print(f"  N = 40, M = 20, at phi = pi: D = {even_shell:.6f}")
print("Full lower band, M = N, phi = 0:")
for n in full_cells:
    print(f"  N = {n:3d}: E'' = {full[n]:.4e} Ry, D = {drude(n, full[n]):.4e}")
    print(f"    leading law: D = {drude(n, asymptotic_curvature(n)):.4e}, "
          f"exact/law = {full[n] / asymptotic_curvature(n):.4f}")
print(f"  N = 41: D = {drude(41, full[41]) * to_si:.4e} S m/s")
print(f"  correction coefficient: formula {correction:.4f}, N=321 {seen:.4f}")
print(f"  N = 20: D at phi=0 {drude(20, curv20_zero):.4e}, "
      f"at phi=pi {drude(20, curv20_pi):.4e}")
print("Parts of D, equally spaced sites (diamagnetic, interband):")
print(f"  half-filled, N = 42: {parts[42][0]:.6f}, {parts[42][1]:.6f}")
print(f"  full, N = 41: {parts[41][0]:.6f}, {parts[41][1]:.6f}")
print(f"Slow pulse to phi = {PULSE:.2f} rad, <dH/dphi> afterwards:")
print(f"  half-filled, N = 10: {slope_partial:.5e} Ry, "
      f"E'' phi = {expected_partial:.5e} Ry")
print(f"  full, N = 11: {slope_full:.5e} Ry, E'' phi = {expected_full:.5e} Ry")
print(f"Equal hoppings {T1:.2f} Ry, full lower band, N = 41: D = {gapless:.6f}")
print(f"  infinite ring: D = {gapless_limit:.6f}")
print("all good")
```

Printed output:

```
D is in Rydberg atomic units (hbar=1, e^2=2) unless marked
hopping t1 = 0.20 Ry, hopping t2 = 0.15 Ry
cell length a = 5.0 bohr, ratio r = 0.75
band gap 2|t1-t2| = 0.10 Ry
decay length a/ln(1/r) = 17.380 bohr
Half-filled lower band, M = N/2, phi = 0:
  d eps/d theta at Fermi point = 0.120000 Ry
  d3 eps/d theta3 at Fermi point = -0.037056 Ry
  N =  10: E'' = 7.677827e-03 Ry, D = 2.412060
  N =  22: E'' = 3.476107e-03 Ry, D = 2.402512
  N =  42: E'' = 1.819437e-03 Ry, D = 2.400691
  N =  82: E'' = 9.317091e-04 Ry, D = 2.400181
  infinite ring: D = 2.400000
  infinite ring: D = 319.508 S m/s
  N^2 (D_N - D_inf): N=82 1.21887, formula 1.21909
  N = 40, M = 20, at phi = pi: D = 2.400761
Full lower band, M = N, phi = 0:
  N =  11: E'' = 2.0042e-03 Ry, D = 6.9261e-01
    leading law: D = 6.5689e-01, exact/law = 1.0544
  N =  21: E'' = 8.1971e-05 Ry, D = 5.4079e-02
    leading law: D = 5.1112e-02, exact/law = 1.0581
  N =  41: E'' = 1.8146e-07 Ry, D = 2.3373e-04
    leading law: D = 2.2648e-04, exact/law = 1.0320
  N =  81: E'' = 1.2786e-12 Ry, D = 3.2537e-09
    leading law: D = 3.2013e-09, exact/law = 1.0164
  N = 41: D = 3.1116e-02 S m/s
  correction coefficient: formula 1.3393, N=321 1.3356
  N = 20: D at phi=0 -7.1105e-02, at phi=pi 7.0489e-02
Parts of D, equally spaced sites (diamagnetic, interband):
  half-filled, N = 42: 2.481640, 0.080950
  full, N = 41: 3.601772, 3.601539
Slow pulse to phi = 0.05 rad, <dH/dphi> afterwards:
  half-filled, N = 10: 3.83891e-04 Ry, E'' phi = 3.83891e-04 Ry
  full, N = 11: 1.00175e-04 Ry, E'' phi = 1.00211e-04 Ry
Equal hoppings 0.20 Ry, full lower band, N = 41: D = 4.000979
  infinite ring: D = 4.000000
all good
```
